# The Sondheimer period of a clean free-electron film

## Problem

A metal film of thickness $d=10\ \mu$m carries a current in its plane, with a magnetic field $B$ perpendicular to it. Treat the electrons as free, with copper's Fermi wavevector $k_F=13.6\ \mathrm{nm^{-1}}$. Bulk collisions have a single relaxation time $\tau$, both faces scatter diffusely, and the motion is semiclassical. The film is clean: the mean free path is $l=v_F\tau=40\ \mu$m.

(a) By what angle does an electron turn about the field while crossing the film?

(b) These angles differ from electron to electron. Show that the resistance nevertheless oscillates, with a high-field period of about 5.6 T.

(c) How close to this period are the spacings of the first few maxima above 5 T?

## Hints

1. The Lorentz force leaves $v_z$ unchanged. Write the turning angle in terms of momentum, not velocity.
2. The current depends on the energy an electron has gained from the electric field since its last collision, in the bulk or at a face.
3. When an integrand oscillates rapidly, look at the ends of the integration range.
4. The measured quantity is the resistivity at zero transverse current, so the conductivity must be inverted.

## Solution

### (a) The turning angle

The electron charge is $-e$ and $\mathbf B$ points along $+z$. From $m\dot{\mathbf v}=-e\,\mathbf v\times\mathbf B$,

$$\dot v_x=-\omega v_y,\qquad \dot v_y=\omega v_x,\qquad \dot v_z=0,\qquad \omega=\frac{eB}{m}.$$

The in-plane velocity therefore rotates at the rate $\omega$. An electron at polar angle $\theta$ to the field crosses in a time $d/(v_F\cos\theta)$. Since $mv_F=\hbar k_F$, it turns by

$$\frac{\omega d}{v_F\cos\theta}=\frac{\beta}{\cos\theta},\qquad \beta=\frac{eBd}{\hbar k_F}.$$

The mass has cancelled. The smallest angle, $\beta$, is approached by electrons moving straight across.

### (b) The oscillation and its period

**Current from past motion.** Apply a weak field $E$ along $x$. An electron that has gained energy $\Delta$ since its last collision has occupation $f_0(\varepsilon-\Delta)\approx f_0+(-\partial f_0/\partial\varepsilon)\Delta$. The velocity at time $t$ in the past contributes to $\Delta$ if no collision has happened since. The bulk probability of this is $e^{-t/\tau}$, so the mean gain is

$$\Delta=-eE\int_0^{t_w}v_x(-t)\,e^{-t/\tau}dt,$$

where $t_w$ is the time since the electron left a face. The current is the sum of $-e\mathbf v$ over the changed occupations. It is thus proportional to the average of $\mathbf v(0)\int_0^{t_w} v_x(-t)e^{-t/\tau}dt$ over depth and over directions on the Fermi sphere. In the bulk at $B=0$ this average is $v_F^2\tau/3$ along $x$, and dividing by it gives conductivities in units of the bulk value.

**Azimuthal average.** By rotational symmetry $\sigma_{yx}=-\sigma_{xy}$, so both components fit into

$$S=\sigma_{xx}+i\sigma_{xy}=\sigma_{xx}-i\sigma_{yx},$$

which is found from $v_x-iv_y=v_F\sin\theta\,e^{-i\phi}$. The past velocity is $v_x(-t)=v_F\sin\theta\cos(\phi-\omega t)$, and the average of $e^{-i\phi}\cos(\phi-\omega t)$ over $\phi$ is $\tfrac12e^{-i\omega t}$.

**Depth average.** Measure time in units of $d/v_F$ and set $\mu=|\cos\theta|$, $\kappa=d/l$, $s=\kappa+i\beta$. In a time $t$ the electron moves $\mu t$ film thicknesses along $z$, so a fraction $1-\mu t$ of depths is free of a wall hit, as long as $\mu t<1$. Hence

$$S=3\kappa\int_0^1d\mu\,\frac{1-\mu^2}{2}\int_0^{1/\mu}(1-\mu t)e^{-st}dt.$$

Integration by parts gives the inner integral:

$$\int_0^{1/\mu}(1-\mu t)e^{-st}dt=\frac1s-\frac{\mu}{s^2}\left(1-e^{-s/\mu}\right).$$

With $\int_0^1(1-\mu^2)d\mu=\tfrac23$, $\int_0^1\mu(1-\mu^2)d\mu=\tfrac14$ and the substitution $u=1/\mu$ in the exponential term,

$$S=\underbrace{\frac{\kappa}{s}\left(1-\frac{3}{8s}\right)}_{S_0}+\underbrace{\frac{3\kappa}{2s^2}\int_1^\infty\left(u^{-3}-u^{-5}\right)e^{-su}du}_{S_1}.$$

As a test, the time integral was evaluated numerically from the rotating velocities for $\kappa=0.25$ and $1$ and $\beta=3,7,12,30$. It differs from this formula by at most $1.5\times10^{-9}$ of $|S_1|$.

**Why a single period survives.** In $S_1$ each direction contributes a phase $\beta u=\beta/\cos\theta$, which is its turning angle. At large $\beta$ neighbouring directions cancel, except at the end $u=1$, where the range stops. Put $u=1+y$:

$$u^{-3}-u^{-5}=(1-3y+6y^2)-(1-5y+15y^2)+\dots=2y-9y^2+\dots$$

Since $\int_0^\infty ye^{-sy}dy=1/s^2$ and $\int_0^\infty y^2e^{-sy}dy=2/s^3$,

$$S_1=\frac{3\kappa\,e^{-s}}{s^4}\left(1-\frac9s+\dots\right).$$

The surviving phase $e^{-i\beta}$ belongs to the electrons moving straight across. Their in-plane velocity vanishes, which is why the expansion starts at order $y$ and the oscillation is weak. At $\beta=100$ the full $S_1$ divided by $3\kappa e^{-s}/s^4$ is $0.992+0.089i$; the first correction alone gives $1.000+0.090i$.

**From conductivity to resistance.** The two current components combine as $j_x-ij_y=S(E_x-iE_y)$. With $j_y=0$, the resistivity in units of its bulk value is $\rho=\mathrm{Re}(1/S)$. Its oscillating part is

$$\delta\rho=\mathrm{Re}\left(\frac1{S_0+S_1}-\frac1{S_0}\right)\approx-\mathrm{Re}\frac{S_1}{S_0^2}.$$

At high field $S_0\to\kappa/s$ and $s^2\to-\beta^2$, so

$$\delta\rho\to-\mathrm{Re}\frac{3e^{-s}}{\kappa s^2}\to\frac{3e^{-\kappa}}{\kappa\beta^2}\cos\beta.$$

The maxima approach a spacing of $2\pi$ in $\beta$. Setting $e\,\Delta B\,d/(\hbar k_F)=2\pi$ gives

$$\boxed{\Delta B=\frac{2\pi\hbar k_F}{ed}}$$

With $\hbar k_F/e=8.952\ \mathrm{T\,\mu m}$,

$$\Delta B=\frac{2\pi\times8.952\ \mathrm{T\,\mu m}}{10\ \mathrm{\mu m}}=5.625\ \mathrm T,$$

or $2.39\times10^{-5}$ atomic units of field. Each further period adds one full turn per straight crossing.

### (c) The first maxima

The period is an asymptotic spacing, and its leading correction follows from the next terms in $1/s$. From $S_0^{-2}\approx(s^2/\kappa^2)(1+3/(4s))$, the factor $1-9/s$ in $S_1$ becomes $1-33/(4s)$ in $S_1/S_0^2$. Using $1/s\approx-i/\beta$ and $1/s^2\approx-(1+2i\kappa/\beta)/\beta^2$,

$$\delta\rho\approx\frac{3e^{-\kappa}}{\kappa\beta^2}\left(\cos\beta+\frac a\beta\sin\beta\right),\qquad a=\frac{33}{4}+2\kappa.$$

Near a maximum write $\beta=2\pi n+\eta$. To order $1/\beta$, the zero of the derivative requires $-\eta+a/\beta-2/\beta=0$, where the last term comes from the falling prefactor. Thus

$$\eta\approx\frac{a-2}{2\pi n}=\frac{6.75}{2\pi n}\quad\text{for }\kappa=0.25.$$

The maxima lie above $n\,\Delta B$ by an amount that shrinks with $n$, so their spacing is below $\Delta B$ and grows towards it. For $n=6$ the shift is $0.179$ rad, or $0.16$ T, which predicts $33.75+0.16=33.91$ T.

The maxima of $\delta\rho$, computed without the high-field expansion, are:

| $n$ | $B$ (T) | height ($\rho_{\rm bulk}$) | distance to next (T) |
|---|---|---|---|
| 1 | 6.28 | 0.122 | 5.38 |
| 2 | 11.67 | 0.046 | 5.51 |
| 3 | 17.17 | 0.023 | 5.56 |
| 4 | 22.73 | 0.014 | 5.58 |
| 5 | 28.31 | 0.009 | 5.59 |
| 6 | 33.90 | 0.006 | – |

The first spacing is 4% below $\Delta B$, the fifth 0.5%. The oscillation sits on a smooth resistivity of $2.50\,\rho_{\rm bulk}$, in agreement with the high-field limit $\mathrm{Re}(1/S_0)\to1+3/(8\kappa)=2.5$. The maximum $n=1$ is therefore a 5% ripple, $n=6$ about 0.25%.

The total resistivity $\mathrm{Re}(1/S)$ has one further maximum at low field, near 1 T, where it reaches about $3.1\,\rho_{\rm bulk}$. There $\beta\approx1$, so the high-field expansion does not apply and this maximum is not part of the series above.

### How far this describes copper

A mean free path of 40 μm corresponds roughly to a very pure copper crystal at 4 K, with a residual resistance ratio near 1000. This is far from an ordinary interconnect. At room temperature the mean free path is roughly 40 nm, so $d/l=250$ and the factor $e^{-d/l}$ is about $10^{-109}$: the oscillation is gone.

At 4 K the semiclassical treatment is well founded near $B=\Delta B$. At that field the Fermi energy, 7.05 eV, is about 10 800 times the Landau-level spacing of 0.65 meV. Quantum oscillations from the Fermi sphere would have a spacing of 0.5 mT, far finer than 5.6 T, and thermal smearing reduces their fundamental to $6\times10^{-4}$ of its zero-temperature size. The smearing weakens as the field rises: at 34 T the factor is about 0.6 for the free-electron mass (about 0.45 for a copper-like orbit mass of $1.37\,m$), so quantum oscillations could overlie the weak ripple there, though with a much finer spacing. The Sondheimer phase is hardly smeared: an energy change of $k_BT$ at 4 K shifts it by $1.5\times10^{-4}$ rad at $B=\Delta B$ and by $9\times10^{-4}$ rad at 34 T. The assumption that matters most for the period is the spherical Fermi surface, which the first variation relaxes.

## Variation 1: a warped Fermi surface

*Let $\mathbf B$ point along [100], and let the Fermi radius there exceed that along [110] by 10%, a rough figure for copper. What is the period from electrons near the pole?*

Near this fourfold axis the surface is $k_z=k_p-k_\perp^2/(2R)$, with $R$ its radius of curvature. Velocity is normal to the surface, so $v_\perp/v_z=k_\perp/R$. If $\mathbf k_\perp$ rotates at the rate $\Omega$, the Lorentz force gives $\hbar k_\perp\Omega=ev_\perp B=ev_zBk_\perp/R$. The turn in one crossing is $\Omega d/v_z=eBd/(\hbar R)$, and

$$\Delta B=\frac{2\pi\hbar R}{ed}.$$

The curvature radius has replaced $k_F$. As a one-parameter model take

$$k(\mathbf n)=k_F\left[1+\epsilon\left(n_x^4+n_y^4+n_z^4-\tfrac35\right)\right].$$

The radii along [100] and [110] are $k_F(1+0.4\epsilon)$ and $k_F(1-0.1\epsilon)$. A ratio of 1.10 requires $0.51\,\epsilon=0.10$, so $\epsilon=0.196$ and $p_0=1+0.4\epsilon=1.078$.

At a small angle $\theta$ from the pole the sum of fourth powers is $1-2\theta^2$, so $k\approx k_F(p_0-2\epsilon\theta^2)$. Then $k_z=k\cos\theta\approx k_F[p_0-(2\epsilon+p_0/2)\theta^2]$ and $k_\perp\approx k_Fp_0\theta$. Comparison with the parabola gives

$$R=\frac{p_0^2}{p_0+4\epsilon}\,k_F=0.624\,k_F.$$

Cross-section areas computed numerically just below the pole give the same 0.624. The period from the polar electrons becomes $0.624\times5.625=3.51$ T, a drop of 38% from a 10% difference in radius. So 5.6 T is the free-electron value and not a prediction for a copper crystal. Nor are the polar electrons the only ones that matter in this model. The turn in one crossing depends on the slope $|\partial A/\partial k_z|$ of the cross-section area $A$, and this slope also has a maximum and a minimum between pole and equator. Neighbouring orbits there turn by nearly the same angle, which gives further periods of about 3.61 T and 3.27 T. Because the in-plane velocity of these electrons is not zero, their oscillations outweigh the polar one at high field. The periods are too close to separate in a short sweep: the two new oscillations slip by one full cycle against each other only over about 34 T, so a short sweep shows a single oscillation. Its spacing is mostly near 3.5 T, a weighted mean of the two periods that lies close to the polar value only by accident, and it stretches to about 4 T near the nodes of the beat. The model is itself only an estimate of size: it has no necks, and the real surface has its own set of extremal orbits.

## Variation 2: partly specular faces

*Each face now reflects specularly with probability $p$. Does the period change?*

Specular reflection reverses $v_z$ and keeps the in-plane velocity, so the memory integral continues past the wall with weight $p$. Let $T=1/\mu$ be the time between wall hits, $q=e^{-sT}$, and $t_w$ the time since the last hit. Summing over earlier crossings,

$$\frac{1-e^{-st_w}}{s}+\frac{e^{-st_w}}{s}\,\frac{p(1-q)}{1-pq}=\frac1s\left[1-e^{-st_w}\frac{1-p}{1-pq}\right].$$

Averaging over depth makes $t_w$ uniform on $[0,T]$ and replaces $e^{-st_w}$ by $\mu(1-q)/s$. The result is

$$\frac1s-\frac{\mu}{s^2}\,\frac{(1-p)(1-q)}{1-pq}=\frac1s-\frac{\mu(1-p)}{s^2}\left[1-(1-p)q-\dots\right].$$

For $p=0$ this is the inner integral of part (b). The term in $q=e^{-s/\mu}$, which carries the fundamental oscillation, is multiplied by $(1-p)^2$; its high-field period is unchanged. Half-specular faces leave a quarter of the fundamental's high-field amplitude. For $p=1$ the faces do not disturb the in-plane motion, and the oscillation vanishes.

## Calculated quantities

```
Thickness d: 10.0 um
Fermi wavevector: 13.6 per nm
Chosen mean free path at 4 K: 40 um
kappa = d/l: 0.250
hbar k_F/e: 8.9517 T um
Sondheimer period: 5.625 T
Period in atomic units of field: 2.393e-05
Velocity mismatch after one crossing, theta=0.02 rad: 1.26e-03
Worst path-formula error / oscillation: 1.5e-09
Asymptotic ratio at beta=100: 0.9923 +0.0893i
Maximum 1: B = 6.284 T, height 0.12154 rho_bulk
Maximum 2: B = 11.666 T, height 0.04606 rho_bulk
Maximum 3: B = 17.172 T, height 0.02316 rho_bulk
Maximum 4: B = 22.728 T, height 0.01372 rho_bulk
Maximum 5: B = 28.309 T, height 0.00901 rho_bulk
Maximum 6: B = 33.904 T, height 0.00635 rho_bulk
Spacing 1 to 2: 5.382 T
Spacing 2 to 3: 5.506 T
Spacing 3 to 4: 5.557 T
Spacing 4 to 5: 5.581 T
Spacing 5 to 6: 5.595 T
Last spacing found: 5.616 T, ending at 62.0 T
Smooth resistivity at maximum 1: 2.499 rho_bulk
Rough room-temperature mean free path: 40 nm
Room-temperature d/l: 250
log10 of exp(-d/l) at room temperature: -109
Fermi energy: 7.05 eV
Landau spacing at one period: 0.651 meV
Fermi energy / Landau spacing: 10823
Quantum-oscillation spacing there: 0.520 mT
Thermal damping of quantum oscillations, 4 K: 6.1e-04
Thermal Sondheimer phase spread, 4 K: 1.5e-04 rad
Rough [100]/[110] radius ratio: 1.10
Warped polar radius / k_F: 1.078
Warped curvature radius / k_F: 0.624
Numerical area slope / (2 pi k_F): 0.624
Period of polar electrons, warped model: 3.51 T
```
